# Density Cutoff and Alias-Free FFT Grids for Plane-Wave Orbitals: verification in Python

```python
"""Result under test: orbitals limited to |k+G| <= Gmax give a density limited
to 2 Gmax (energy 4 Ecut).  With W the index range of the orbital set along
an axis, an FFT grid of N >= 2W+1 points gives the exact projected product
V*psi, for V filtered to indices |d| <= W.  For V limited to |d| <= K the
condition is N >= W+K+1.  N >= 2 floor(Gmax |a| / pi) + 1 serves every k.
Symbols: cell = rows a_i (angstrom), m = integer indices of G,
d = difference of two such indices, c = orbital coefficients, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # eV angstrom^2
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]
TOL = 1e-10  # far above rounding, far below the aliasing errors
rng = np.random.default_rng(7)

side, ecut, depth, width = 4.0, 400.0, 300.0, 0.2
gmax = np.sqrt(ecut / HB2M)
cubic = side * np.eye(3)
fcc = side / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def box(radius):
    r = np.arange(-radius, radius + 1)
    return np.stack(np.meshgrid(r, r, r, indexing="ij"), -1).reshape(-1, 3)


def sphere(cell, radius, k=(0, 0, 0)):
    lengths = np.linalg.norm(cell, axis=1)
    m = box(int(np.ceil(radius * lengths.max() / (2 * np.pi))) + 1)
    q = (m + np.array(k)) @ reciprocal(cell)
    return m[np.sum(q**2, axis=1) <= radius**2]


def well(d, cell):
    """Fourier coefficients of the periodic Gaussian well, from its integral."""
    q2 = np.sum((d @ reciprocal(cell))**2, axis=-1)
    volume = abs(np.linalg.det(cell))
    return (-depth * (2 * np.pi)**1.5 * width**3 / volume
            * np.exp(-q2 * width**2 / 2))


def sample(coef, m, n):
    """Values of a Fourier series on n^3 points, also if indices exceed n/2."""
    grid = np.zeros((n, n, n), complex)
    np.add.at(grid, tuple((m % n).T), coef)
    return np.fft.ifftn(grid) * n**3


def components(values, m):
    n = values.shape[0]
    return (np.fft.fftn(values) / n**3)[tuple((m % n).T)]


def random_state(size):
    c = rng.normal(size=size) + 1j * rng.normal(size=size)
    return c / np.linalg.norm(c)


def smallest_clean(error, start=30):
    assert error(start) < TOL
    n = start
    while error(n - 1) < TOL:
        n -= 1
    return n


def product_error(c, m, v, dv, exact):
    def error(n):
        got = components(sample(v, dv, n) * sample(c, m, n), m)
        return np.linalg.norm(got - exact)
    return error


# Orbital set at Gamma and the explicit double sum
S = sphere(cubic, gmax)
M = int(S.max())
W = int(np.ptp(S[:, 0]))
assert W == 2 * M
diff = S[:, None, :] - S[None, :, :]
vmat = well(diff, cubic)
c = random_state(len(S))

# The sampling routine agrees with direct summation, also on a coarse grid
point = np.array([2, 5, 7])
direct = np.sum(c * np.exp(2j * np.pi * (S @ point) / 11))
assert abs(sample(c, S, 11)[tuple(point)] - direct) < TOL

# Density support on a generous grid
gen = 64
dens = np.fft.fftn(abs(sample(c, S, gen))**2) / gen**3
f = np.rint(np.fft.fftfreq(gen) * gen)
q2 = (f[:, None, None]**2 + f[None, :, None]**2 + f[None, None, :]**2)
q = np.sqrt(q2) * 2 * np.pi / side
outside = abs(dens[q > 2 * gmax]).max()
assert outside < 1e-13
reach = q[abs(dens) > 1e-11].max()
largest_g = np.sqrt(np.sum(S**2, axis=1).max()) * 2 * np.pi / side
assert abs(reach - 2 * largest_g) < 1e-9

# Density components from explicit pair sums against the grid
dbox = box(W)
code = np.ravel_multi_index(tuple(np.moveaxis(diff + W, -1, 0)),
                            (2 * W + 1,) * 3).ravel()
pairs = np.outer(c, c.conj()).ravel()
size = (2 * W + 1)**3
n_exact = (np.bincount(code, pairs.real, size)
           + 1j * np.bincount(code, pairs.imag, size))


def density_clean(limit):
    keep = np.all(abs(dbox) <= limit, axis=1)

    def error(n):
        got = components(abs(sample(c, S, n))**2, dbox[keep])
        return abs(got - n_exact[keep]).max()
    return smallest_clean(error)


dens_all, dens_low = density_clean(W), density_clean(M)
assert dens_all == 2 * W + 1 and dens_low == W + M + 1

# Product V*psi for potentials limited to |d| <= K
clean = {}
for K in (M, M + 3, W):
    mask = np.all(abs(diff) <= K, axis=-1)
    dv = box(K)
    clean[K] = smallest_clean(
        product_error(c, S, well(dv, cubic), dv, (vmat * mask) @ c))
    assert clean[K] == W + K + 1

# Filtering to the sphere 2 Gmax can keep an index beyond W
dsph = sphere(cubic, 2 * gmax)
ksph = int(dsph.max())
clean_sphere = smallest_clean(
    product_error(c, S, well(dsph, cubic), dsph, vmat @ c))
assert clean_sphere == W + ksph + 1

# Zone-boundary k
Sk = sphere(cubic, gmax, (0.5, 0, 0))
Wk = int(np.ptp(Sk, axis=0).max())
ck = random_state(len(Sk))
exact_k = well(Sk[:, None, :] - Sk[None, :, :], cubic) @ ck
dk = box(Wk)
clean_k = smallest_clean(product_error(ck, Sk, well(dk, cubic), dk, exact_k))
assert clean_k == 2 * Wk + 1

# General index bound, tested at many k in both cells
bounds = {}
for name, cell in (("cubic", cubic), ("fcc", fcc)):
    limit = np.floor(gmax * np.linalg.norm(cell, axis=1) / np.pi).astype(int)
    bounds[name] = int(2 * limit.max() + 1)
    for k in rng.uniform(-0.5, 0.5, (20, 3)):
        assert np.all(np.ptp(sphere(cell, gmax, k), axis=0) <= limit)
assert max(clean[W], clean_sphere, clean_k) <= bounds["cubic"]

# Skew cell: the FFT search against the coincidence criterion
Sf = sphere(fcc, gmax)
Wf = int(np.ptp(Sf, axis=0).max())
diff_f = Sf[:, None, :] - Sf[None, :, :]
Df = np.unique(diff_f.reshape(-1, 3), axis=0)
cf = random_state(len(Sf))
clean_f = smallest_clean(
    product_error(cf, Sf, well(Df, fcc), Df, well(diff_f, fcc) @ cf))


def coincidence_free(n):
    return len(np.unique((Df % n) @ np.array([1, n, n * n]))) == len(Df)


assert all(coincidence_free(n) for n in range(clean_f, 31))
assert not coincidence_free(clean_f - 1)
assert clean_f <= 2 * Wf + 1 <= bounds["fcc"]


# Poisson folding: real-space image sum against analytic coefficients
def image_sum(n):
    x = np.arange(n) * side / n
    shifts = side * np.arange(-3, 4)
    return np.exp(-(x[:, None] - shifts)**2 / (2 * width**2)).sum(axis=1)


def line_coef(m):
    return (np.sqrt(2 * np.pi) * width / side
            * np.exp(-(2 * np.pi * m * width / side)**2 / 2))


nfold, mfold = 12, 5
sampled_coef = (np.fft.fft(image_sum(nfold)) / nfold)[mfold].real
folded_coef = sum(line_coef(mfold + j * nfold) for j in range(-8, 9))
assert abs(sampled_coef - folded_coef) < 1e-13
assert abs(sampled_coef - line_coef(mfold)) > 1e-6

# Ground state of the model and errors of coarse grids
kinetic = HB2M * np.sum((S @ reciprocal(cubic))**2, axis=1)
energy, vec = eigh(np.diag(kinetic) + vmat, subset_by_index=[0, 0])
g = vec[:, 0]
vg = vmat @ g
vbox = well(dbox, cubic)
table = []
for n in (13, 16, 19, 22, 24, 25):
    err = components(sample(vbox, dbox, n) * sample(g, S, n), S) - vg
    table.append((n, np.linalg.norm(err), np.vdot(g, err).real))
assert table[-1][1] < TOL and all(row[1] > TOL for row in table[:-1])
maskM = np.all(abs(diff) <= M, axis=-1)
trunc_shift = g @ ((vmat * maskM) @ g) - g @ vg

# Unfiltered well sampled directly in real space
nsafe = bounds["cubic"]
line = image_sum(nsafe)
raw = -depth * line[:, None, None] * line[None, :, None] * line[None, None, :]
raw_err = np.linalg.norm(components(raw * sample(g, S, nsafe), S) - vg)
assert raw_err > 1e-8

# Local exchange potential of two electrons in the ground state
volume_au = (side / BOHR)**3


def exchange(n):
    density = 2 * abs(sample(g, S, n))**2 / volume_au
    return components(-(3 * density / np.pi)**(1 / 3) * HARTREE, dbox)


fine = exchange(4 * nsafe)
x_err = [abs(exchange(j * nsafe) - fine).max() for j in (1, 2)]
assert x_err[0] > x_err[1] > 1e-10

ground_density = components(abs(sample(g, S, gen))**2, dbox)
dq = np.linalg.norm(dbox @ reciprocal(cubic), axis=1)
tail = abs(ground_density[dq > gmax]).max()

print(f"cubic cell side: {side:.1f} angstrom")
print(f"orbital cutoff energy: {ecut:.1f} eV")
print(f"Gaussian well depth: {depth:.1f} eV; width: {width:.2f} angstrom")
print(f"Gmax: {gmax:.4f} 1/angstrom = {gmax * BOHR:.4f} 1/bohr")
print(f"2 Gmax: {2 * gmax:.4f} 1/angstrom")
print(f"density cutoff energy: {HB2M * (2 * gmax)**2:.1f} eV"
      f" = {HB2M * (2 * gmax)**2 / HARTREE:.3f} hartree")
print(f"Gmax*a/(2 pi): {gmax * side / (2 * np.pi):.4f} (no unit)")
print(f"Gmax*a/pi: {gmax * side / np.pi:.4f} (no unit)")
print(f"plane waves within Gmax: {len(S)}; within 2 Gmax: {len(dsph)}")
print(f"largest density wavevector found: {reach:.4f} 1/angstrom")
print(f"its energy: {HB2M * reach**2:.1f} eV")
print(f"largest density component beyond 2 Gmax (n_0=1): {outside:.1e}")
print(f"Gamma: M = {M}, W = {W}")
print(f"smallest N, all density components: {dens_all} points")
print(f"smallest N, density components to M: {dens_low} points")
for K, n in clean.items():
    print(f"smallest N for V*psi, V kept to K = {K}: {n} points")
print(f"V filtered to sphere 2 Gmax: K = {ksph}, N = {clean_sphere} points")
print(f"k = (1/2,0,0): W = {Wk}, smallest N = {clean_k} points")
print(f"N serving every k, cubic: {nsafe} points")
print(f"grid spacing at that N: {side / nsafe:.4f} angstrom")
print(f"spacing limit pi/(2 Gmax): {np.pi / (2 * gmax):.4f} angstrom")
print(f"fcc primitive cell, cube side {side:.1f} angstrom: W = {Wf}")
print(f"fcc: 2W+1 = {2 * Wf + 1}, every-k N = {bounds['fcc']} points")
print(f"fcc at Gamma: smallest N found = {clean_f} points")
print(f"folding test: N = {nfold}, m = {mfold}")
print(f"  true coefficient: {line_coef(mfold):.8f} (no unit)")
print(f"  sampled coefficient: {sampled_coef:.8f} (no unit)")
print(f"  folded analytic sum: {folded_coef:.8f} (no unit)")
print(f"model ground-state energy: {energy[0]:.4f} eV")
print(f"its largest density component beyond Gmax (n_0=1): {tail:.2e}")
for n, norm, shift in table:
    print(f"N = {n}: error norm {norm:.2e} eV, energy shift {shift:.2e} eV")
print(f"V cut to K = {M}: first-order energy shift {trunc_shift:.2e} eV")
print(f"unfiltered well, N = {nsafe}: error norm {raw_err:.2e} eV")
for j, err in zip((1, 2), x_err):
    print(f"exchange potential, N = {j * nsafe}: largest error {err:.2e} eV")
print(f"exchange reference grid: N = {4 * nsafe} points")
print("done: every assertion held")
```

It prints:

```
cubic cell side: 4.0 angstrom
orbital cutoff energy: 400.0 eV
Gaussian well depth: 300.0 eV; width: 0.20 angstrom
Gmax: 10.2463 1/angstrom = 5.4221 1/bohr
2 Gmax: 20.4927 1/angstrom
density cutoff energy: 1600.0 eV = 58.799 hartree
Gmax*a/(2 pi): 6.5230 (no unit)
Gmax*a/pi: 13.0460 (no unit)
plane waves within Gmax: 1189; within 2 Gmax: 9315
largest density wavevector found: 20.3598 1/angstrom
its energy: 1579.3 eV
largest density component beyond 2 Gmax (n_0=1): 1.1e-16
Gamma: M = 6, W = 12
smallest N, all density components: 25 points
smallest N, density components to M: 19 points
smallest N for V*psi, V kept to K = 6: 19 points
smallest N for V*psi, V kept to K = 9: 22 points
smallest N for V*psi, V kept to K = 12: 25 points
V filtered to sphere 2 Gmax: K = 13, N = 26 points
k = (1/2,0,0): W = 13, smallest N = 27 points
N serving every k, cubic: 27 points
grid spacing at that N: 0.1481 angstrom
spacing limit pi/(2 Gmax): 0.1533 angstrom
fcc primitive cell, cube side 4.0 angstrom: W = 8
fcc: 2W+1 = 17, every-k N = 19 points
fcc at Gamma: smallest N found = 14 points
folding test: N = 12, m = 5
  true coefficient: 0.03649813 (no unit)
  sampled coefficient: 0.04766460 (no unit)
  folded analytic sum: 0.04766460 (no unit)
model ground-state energy: -35.9239 eV
its largest density component beyond Gmax (n_0=1): 1.13e-01
N = 13: error norm 2.45e+01 eV, energy shift -9.11e+00 eV
N = 16: error norm 3.56e+00 eV, energy shift -9.50e-01 eV
N = 19: error norm 2.99e-01 eV, energy shift -5.43e-02 eV
N = 22: error norm 1.12e-02 eV, energy shift -1.18e-03 eV
N = 24: error norm 4.13e-04 eV, energy shift -2.23e-05 eV
N = 25: error norm 4.62e-14 eV, energy shift 1.08e-14 eV
V cut to K = 6: first-order energy shift 1.07e+00 eV
unfiltered well, N = 27: error norm 1.66e-05 eV
exchange potential, N = 27: largest error 2.32e-03 eV
exchange potential, N = 54: largest error 2.95e-04 eV
exchange reference grid: N = 108 points
done: every assertion held
```
